## Interpolating exchange bands of metals: the Fermi-surface logarithm and its screening

In jellium at zero temperature the Hartree-Fock exchange self-energy contains one power of $e^2$ and one wave number, $k_F$. In Hartree atomic units, used throughout, it has the form $\Sigma(k)=k_F f(k/k_F)$, its slope $\Sigma'(k)$ is a pure number, and isotropy makes its real-space kernel $k_F^4$ times a function of $k_Fr$. An interpolation mesh adds a second wave number, the spacing $\Delta k$. Let $\delta=k-k_F$ and suppose that $\Sigma$ contains a term $\delta\ln|\delta|$. Writing $\delta=t\,\Delta k$ gives $\Delta k\,[\,t\ln|t|+t\ln\Delta k\,]$. A converged scheme reproduces the linear piece, and the first piece has no scale other than $\Delta k$. The energy error near $k_F$ is therefore $\Delta k$ times a function of $t$ fixed by the scheme and by the position of $k_F$ relative to the nodes, and the interpolated slope at $k_F$ grows as $\ln(k_F/\Delta k)$. A term $\delta^3\ln|\delta|$ gives an error of order $\Delta k^3$ by the same argument, and a band with no singularity on the real axis converges exponentially or faster. The velocity divergence and the algebraic decay of the matrix elements are two sides of one Fourier pair, and their common cause is a sharp Fermi surface multiplied by the $1/r$ tail of the interaction.

### The self-energy and the origin of the logarithm

For an unpolarized gas with a static interaction $W$, and with $f(\mathbf k)=\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r)$,

$$\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,W(|\mathbf k-\mathbf q|).$$

Take the Yukawa form $W(p)=4\pi/(p^2+\kappa^2)$, of which $\kappa=0$ is bare exchange. With $\mu$ the cosine between $\mathbf k$ and $\mathbf q$, the measure is $q^2dq\,d\mu/4\pi^2$, and $\int_{-1}^{1}d\mu/(A-B\mu)=B^{-1}\ln[(A+B)/(A-B)]$ with $A=k^2+q^2+\kappa^2$, $B=2kq$ gives

$$\Sigma=-\frac{1}{2\pi k}\int_0^{k_F}q\ln\frac{(q+k)^2+\kappa^2}{(q-k)^2+\kappa^2}\,dq=-\frac{1}{2\pi k}\int_{k-k_F}^{k+k_F}(y-k)\ln(y^2+\kappa^2)\,dy .$$

The second form follows from $q\to-q$ in the denominator term and $y=q+k$. The antiderivative is $\tfrac12(y^2-2ky+\kappa^2)\ln(y^2+\kappa^2)-\tfrac12y^2+2ky-2k\kappa\arctan(y/\kappa)$. At both limits $y^2-2ky=(y-k)^2-k^2=k_F^2-k^2$, and the polynomial part contributes $-2kk_F+4kk_F=2kk_F$. Hence

$$\Sigma=-\frac1\pi\Big[k_F-\kappa\Big(\arctan\frac{k_F+k}{\kappa}+\arctan\frac{k_F-k}{\kappa}\Big)+\frac{k_F^2+\kappa^2-k^2}{4k}L\Big],$$

with $L=\ln\{[(k_F+k)^2+\kappa^2]/[(k_F-k)^2+\kappa^2]\}$.

The slope shows the mechanism for any $W$. Since $\partial_{k_z}W=-\partial_{q_z}W$, Gauss's theorem turns the volume integral into one over the Fermi sphere, $\Sigma'=(k_F^2/4\pi^2)\int\mu W\,d\mu$. With $p^2=k^2+k_F^2-2kk_F\mu$ and $d\mu=-p\,dp/(kk_F)$,

$$\Sigma'(k)=\frac{k_F}{4\pi^2k}\int_{|k-k_F|}^{k+k_F}pW(p)\,\mu\,dp,\qquad \mu=\frac{k^2+k_F^2-p^2}{2kk_F}.\tag{1}$$

For the Yukawa form, $p\,(k^2+k_F^2-p^2)/(p^2+\kappa^2)=p\,[(k^2+k_F^2+\kappa^2)/(p^2+\kappa^2)-1]$ integrates to $\tfrac12(k^2+k_F^2+\kappa^2)L-2kk_F$, and the prefactor is $1/2\pi k^2$, so

$$\Sigma'=\frac1\pi\Big[\frac{k^2+k_F^2+\kappa^2}{4k^2}L-\frac{k_F}{k}\Big].$$

At $\kappa=0$ and $k\to k_F$ one has $L\to2\ln(2k_F/|\delta|)$ and

$$\Sigma'\to\frac1\pi\Big[\ln\frac{2k_F}{|\delta|}-1\Big],\qquad \Sigma\ni-\frac1\pi\,\delta\ln|\delta| .$$

The logarithm is $\int dp/p$ at the lower limit $p=|\delta|$ of (1). The step in the occupation supplies that limit and the $1/p^2$ of the bare interaction supplies the integrand.

### The same singularity in real space

By the convolution theorem $\Sigma(r)=-\rho(r)W(r)$, where the one-spin density matrix is

$$\rho(r)=\frac{1}{2\pi^2r}\int_0^{k_F}q\sin qr\,dq=\frac{\sin k_Fr-k_Fr\cos k_Fr}{2\pi^2r^3}.$$

With $W=1/r$ the tail is $\Sigma(r)\to k_F\cos(k_Fr)/2\pi^2r^3$.

A tail $A\cos(k_Fr)/r^n$ beyond some $r_0$ transforms as $(4\pi/k)\int r\sin(kr)f(r)\,dr$. Using $\sin kr\cos k_Fr=\tfrac12[\sin\delta r+\sin(k+k_F)r]$, the part singular at $k_F$ is $(2\pi A/k_F)\,I_{n-1}(\delta)$ with $I_m=\int_{r_0}^\infty\sin(\delta r)\,r^{-m}dr$. Now $I_2'=\int_{r_0}^\infty\cos(\delta r)\,dr/r=-\mathrm{Ci}(|\delta|r_0)$, which is $-\ln|\delta|$ plus an analytic function, so $I_2\ni-\delta\ln|\delta|$. From $I_4''=-I_2$ follows $I_4\ni\delta^3\ln|\delta|/6$. Thus

$$\frac{A\cos k_Fr}{r^3}\leftrightarrow-\frac{2\pi A}{k_F}\,\delta\ln|\delta|,\qquad \frac{A\cos k_Fr}{r^5}\leftrightarrow\frac{\pi A}{3k_F}\,\delta^3\ln|\delta| .\tag{2}$$

The value $A=k_F/2\pi^2$ returns $-\delta\ln|\delta|/\pi$. Equation (2) sets the prefactor $1/k$ to $1/k_F$ and keeps the leading singular term. In $k$ times the transform, the intermediate term $\delta^2\ln|\delta|$ is even, comes from $\int\cos(\delta r)\,r^{-3}dr$, and so pairs with $\sin(k_Fr)/r^4$; in the transform itself, expanding $1/k$ adds a further $\delta^2\ln|\delta|$ term from the $\cos(k_Fr)/r^3$ tail.

### A periodic band that carries the singularity

Interpolation needs a lattice. Place normalized Gaussian orbitals $\phi\propto e^{-r^2/2s^2}$ on a simple cubic lattice of constant $a$, with $G_0=2\pi/a$ and $k_F<G_0/2$. Then $|\phi(k)|^2=(4\pi s^2)^{3/2}g(k)$ with $g=e^{-s^2k^2}$, and

$$H(R)=(4\pi s^2)^{3/2}\int\frac{d^3k}{(2\pi)^3}\,g(k)\Sigma(k)\,e^{i\mathbf k\cdot\mathbf R}.$$

The factor $g$ is entire and multiplies the singular term by $g(k_F)$, so (2) gives $H(R)\to(4\pi s^2)^{3/2}g(k_F)\,k_F\cos(k_FR)/2\pi^2R^3$. Localized orbitals rescale the tail and leave its power unchanged. Poisson summation over the lattice gives, up to a constant that cancels in the ratio, $H(\mathbf k)=\sum_{\mathbf G}g\,\Sigma$ and the overlap $S(\mathbf k)=\sum_{\mathbf G}g$, both evaluated at $|\mathbf k+\mathbf G|$. The exchange band is $H/S$, and its singular term has weight $w=g(k_F)/S(k_F)$. Both functions are taken exact on a $\Gamma$-centred $N^3$ mesh, $\Delta k=G_0/N$, and Fourier interpolated. Only the interpolation error is measured. The error made in computing $\Sigma$ itself on a finite mesh, with its $p=0$ divergence, is a separate matter.

The trigonometric interpolant is a product of one-dimensional cardinal functions, each equal to 1 on its own node and 0 on the others. On the line $(k,0,0)$ only the data on that line survive, so the problem is one-dimensional, $H=\sum_nc_ne^{inak}$. Unfolding the sum over $G_x$, the terms with no transverse $G$ give $c_n=a\int(dk/2\pi)\,g\Sigma\,e^{-ikx}$ with $x=na$. Without $g$ this integral is the plane integral $\int dy\,dz\,\Sigma(r)=2\pi\int_x^\infty r\Sigma\,dr$. For $W=e^{-\kappa r}/r$ the leading tail makes it $(k_F/\pi)\,\mathrm{Re}\int_x^\infty e^{(ik_F-\kappa)r}r^{-2}dr$, and one integration by parts gives $e^{(ik_F-\kappa)x}/[(\kappa-ik_F)x^2]$ with a relative correction of order $1/x$. The factor $g$ acts as a convolution with a normalized Gaussian, which maps $e^{iqx}$ to $g(q)e^{iqx}$, here with $q=k_F+i\kappa$. Therefore

$$c_n\to\frac{ak_F}{\pi x^2}\,\mathrm{Re}\,\frac{g(k_F+i\kappa)\,e^{(ik_F-\kappa)x}}{\kappa-ik_F},\qquad c_n\big|_{\kappa=0}\to-\frac{a\,g(k_F)\sin k_Fx}{\pi x^2}.\tag{3}$$

Terms with transverse $G_\perp\ge G_0>k_F$ decay faster. Their branch points $k=\alpha+i\beta$ obey $\alpha\beta=\kappa k_F$ and $\alpha^2-\beta^2=k_F^2-\kappa^2-G_\perp^2$. For $\kappa>0$, $\beta\le\kappa$ would force $\alpha\ge k_F$ and contradict the second relation, and for $\kappa=0$ one has $\beta=(G_\perp^2-k_F^2)^{1/2}>0$.

### Size of the energy error

Let $k_F$ fall on a mesh node and set $u=a\delta=2\pi t/N$. The series $f_2(u)=\sum_{n\ge1}\sin(nu)/n^2$ has derivative $\sum\cos(nu)/n=-\ln|2\sin(u/2)|$, so $f_2=-u\ln|u|$ plus an analytic function near $u=0$. The band is then $(w/\pi a)f_2(u)$ plus smoother terms. On the nodes $u_j=2\pi j/N$, a harmonic $n=mN+\tilde n$ with $|\tilde n|\le N/2$ coincides with $\tilde n$, so the interpolant replaces $n$ by $\tilde n$ and the error, exact minus interpolated, is $\sum_{n>N/2}[\sin nu-\sin\tilde nu]/n^2$. For large $N$ put $n=Ny$, $\tilde n=Nz$, replace the sum by $N\int dy$, and use the trigamma series $\sum_{m\ge1}(m+z)^{-2}=\psi_1(1+z)$. An integration by parts gives $\int_{1/2}^\infty\sin(2\pi ty)\,y^{-2}dy=2\sin\pi t-2\pi t\,\mathrm{Ci}(\pi t)$ for $t>0$. The result, odd in $t$, is

$$\Delta\varepsilon=\frac{wE(t)}{\pi aN}=\frac{wE(t)}{2\pi^2}\Delta k,\tag{4}$$

$$E(t)=2\sin\pi t-2\pi t\,\mathrm{Ci}(\pi t)-\int_{-1/2}^{1/2}\sin(2\pi tz)\,\psi_1(1+z)\,dz .$$

This is the form that the scaling argument required, and apart from $w$ it is independent of the density. Numerically $E(0.5)=1.164$ and the maximum on a grid of step 0.01 is $1.522$ at $t=0.26$, so the worst error is about $0.077\,w\,\Delta k$ and lies a quarter of a spacing from the Fermi surface. For $k_F$ on a node the error is local. At large $t$ the two integrals have the boundary terms $4\cos(\pi t)/2\pi t$ and $[\psi_1(\tfrac12)-\psi_1(\tfrac32)]\cos(\pi t)/2\pi t$, which cancel because $\psi_1(\tfrac12)-\psi_1(\tfrac32)=4$, leaving $E=O(t^{-2})$. The mirror singularity at $-k_F$, a number of spacings of order $N$ away, is thus negligible. The leading correction to (4) is the even $\delta^2\ln|\delta|$ term, smaller by a factor of order $1/N$.

### The interpolated velocity

The slope of the interpolant of $f_2$ at $u=0$ is $\sum_{n\le N/2}1/n+\sum_{n>N/2}\tilde n/n^2\to\ln(N/2)+\gamma+J$, with $\gamma$ Euler's constant and

$$J=\int_{-1/2}^{1/2}z\,\psi_1(1+z)\,dz=\tfrac12\psi(\tfrac32)+\tfrac12\psi(\tfrac12)-\ln\frac{\Gamma(3/2)}{\Gamma(1/2)}=1-\gamma-\ln2 .$$

The steps are an integration by parts with the digamma function $\psi=(\ln\Gamma)'$, then $\psi(\tfrac32)=\psi(\tfrac12)+2$, $\psi(\tfrac12)=-\gamma-2\ln2$ and $\Gamma(\tfrac32)/\Gamma(\tfrac12)=\tfrac12$. The true slope $-\ln|u|$ equals the interpolated one at $|u|=(2/N)e^{-\gamma-J}=4/eN$, that is at $|\delta|=2\Delta k/\pi e=0.234\,\Delta k$. Inserting this in the bare slope,

$$v_N=\frac w\pi\ln\frac{\pi k_F}{\Delta k}+v_{\rm reg},\tag{5}$$

where $v_{\rm reg}$ is the slope at $k_F$ of the band minus $w\Sigma(k)$. That difference starts its singular part at $\delta^2\ln|\delta|$, which is even and adds no slope at the node. The interpolated Fermi velocity has no limit and, with $k_F$ on a node, gains $(w/\pi)\ln2$ with each doubling of $N$. This reflects the true Hartree-Fock band, whose slope at $k_F$ is infinite.

### What screening changes

If $W(p)$ is even and analytic near $p=0$, the integrand of (1) is odd in $p$, its antiderivative is even, and the lower limit enters through $\delta^2$ only, which is analytic. The logarithm disappears. What remains depends on the kernel.

For Yukawa screening, including Thomas-Fermi with $\kappa^2=4k_F/\pi$, the branch points move to $\pm k_F\pm i\kappa$ and (3) gives $c_n\sim e^{-\kappa an}/n^2$. The Fermi slope is $\pi^{-1}[(\tfrac12+\kappa^2/4k_F^2)\ln(1+4k_F^2/\kappa^2)-1]$, which tends to $\pi^{-1}[\ln(2k_F/\kappa)-1]$ for small $\kappa$, so $\kappa$ takes the place of $|\delta|$. The exponential matters once $\kappa aN/2>1$, that is $\Delta k<\pi\kappa$. A weakly screened band behaves like the bare one only on much coarser meshes, $\kappa aN/2\ll1$; near $\kappa aN/2=1$ its error is already well below the bare one.

For the short-range kernel $\mathrm{erfc}(\omega r)/r$ of range-separated hybrids, $W=4\pi(1-e^{-p^2/4\omega^2})/p^2$ is entire and the real-space kernel falls as $e^{-\omega^2r^2}$. In (1) at $k=k_F$, where $\mu=1-p^2/2k_F^2$, the identity $\int_0^X(1-e^{-y})\,dy/y=\ln X+\gamma+O(e^{-X})$ with $X=k_F^2/\omega^2$ gives $\ln(k_F/\omega)+\gamma/2$ for the first term. The integrals $\int_0^{2k_F}p\,dp=2k_F^2$ and $\int_0^\infty pe^{-p^2/4\omega^2}dp=2\omega^2$ give $-1+\omega^2/k_F^2$ for the second. Hence $\Sigma'(k_F)\simeq\pi^{-1}[\ln(k_F/\omega)+\gamma/2-1+\omega^2/k_F^2]$ for $\omega$ well below $k_F$. The slope is finite and remains large when $\omega\ll k_F$.

Static RPA screening only weakens the singularity. Here $W=4\pi/[p^2+\kappa^2F(p/2k_F)]$ with the Lindhard function $F(y)=\tfrac12+\frac{1-y^2}{4y}\ln|\frac{1+y}{1-y}|$, which is even and analytic at $y=0$ and singular at $y=1$. With $\eta=p-2k_F$, the non-analytic part is $\tfrac12(y-1)\ln|y-1|\to\eta\ln|\eta|/4k_F$. Expanding the denominator about $D=4k_F^2+\kappa^2/2$ gives $W\ni-\pi\kappa^2\eta\ln|\eta|/(k_FD^2)$. The upper limit of (1) is $\eta=\delta$, where $p=2k_F$ and $\mu=-1$, and $\int_0^\delta\eta\ln|\eta|\,d\eta\ni\tfrac12\delta^2\ln|\delta|$. Then

$$\Sigma'\ni\frac{1}{4\pi^2}(2k_F)(-1)\Big(-\frac{\pi\kappa^2}{k_FD^2}\Big)\frac{\delta^2\ln|\delta|}{2}=\frac{\kappa^2}{4\pi D^2}\,\delta^2\ln|\delta| ,$$

so $\Sigma\ni C_3\,\delta^3\ln|\delta|$ with $C_3=\kappa^2/12\pi D^2$. Velocity and curvature are finite and the third derivative diverges. By (2) this singularity contributes the tail $(3k_FC_3/\pi)\cos(k_Fr)/r^5$. The series $f_4=\sum\sin(nu)/n^4$ obeys $f_4''=-f_2$ and so contains $u^3\ln|u|/6$. The aliasing argument, with $\sum_m(m+z)^{-4}=\psi_3(1+z)/6$, gives

$$\Delta\varepsilon=\frac{6C_3wE_3(t)}{(aN)^3},\qquad E_3=\int_{1/2}^\infty\frac{\sin2\pi ty}{y^4}dy-\int_{-1/2}^{1/2}\sin(2\pi tz)\frac{\psi_3(1+z)}{6}dz .\tag{6}$$

The lower limit of (1) crosses $2k_F$ at $k=3k_F$ and produces a second singularity of the same form with coefficient $C_3/3$. It adds to $\Sigma(r)$ a term $\cos(3k_Fr)/r^5$ of the same amplitude, which the orbitals suppress in $H(R)$ by $g(3k_F)/g(k_F)$. Frequency-dependent screening lies outside this treatment.

### How large: jellium at $r_s=4$

The model parameters are $r_s=4$ bohr, $k_F=0.3\,G_0$, $s^2G_0^2=10$, and $\omega=0.11$ bohr$^{-1}$, the HSE06 range, taken with full short-range exchange. They give $k_F=0.47979$ bohr$^{-1}$, $a=3.9287$ bohr, $g(k_F)=0.40657$, $w=0.98184$, $\kappa=0.78159$ bohr$^{-1}$ and a $3k_F$ suppression of $7.5\times10^{-4}$. For $N$ a multiple of 10, $k_F$ lies on a node. The program and its output follow this section.

At $R=10a=39.287$ bohr, $\cos k_FR=\cos6\pi=1$ and the bare tail is $344.37\times0.40657\times0.47979/(2\pi^2\times39.287^3)=5.612\times10^{-5}$ Ha, against $5.628\times10^{-5}$ Ha from radial quadrature. The $\sin(k_FR)/R^4$ correction vanishes at these distances, so the agreement is closer than at a general $R$. For RPA, $D=0.9208+0.3054=1.2262$ and $C_3=0.6109/(12\pi\times1.5037)=0.01078$ Ha bohr$^3$. Second differences of the quadrature slope, which vary as $6C_3\ln h$ with the step $h$, give $0.01077$. The RPA tail sets in late: at $R=5a$ the element is $-1.14\times10^{-7}$ Ha against a tail of $-2.36\times10^{-7}$ Ha, and at $R=50a$ both are $2.36\times10^{-12}$ Ha. At $R=5a$ the bare, erfc and Thomas-Fermi elements are $-4.5\times10^{-4}$, $1.5\times10^{-6}$ and $2.4\times10^{-9}$ Ha. Equation (3) is tested on the envelope, with largest deviations of 1.2% of the envelope for bare exchange at $n=200$ to 209 and 2.9% for $\kappa=0.1k_F$ at $n=80$ to 89.

The prefactor in (4) is $0.98184\times1.5218/(\pi\times3.9287)=0.1211$ Ha, so $N=40$ gives $3.03\times10^{-3}$ Ha, or 82 meV. The largest errors of the exchange band along the line, in meV, are:

| $N$ | bare | eq. (4) | RPA | erfc |
|---|---|---|---|---|
| 10 | 319 | 329 | $6.7\times10^{-2}$ | $2.2\times10^{-1}$ |
| 20 | 165 | 165 | $1.3\times10^{-2}$ | $1.3\times10^{-8}$ |
| 40 | 83.0 | 82.4 | $1.7\times10^{-3}$ | rounding |
| 80 | 41.4 | 41.2 | $2.2\times10^{-4}$ | rounding |
| 160 | 20.6 | 20.6 | $2.7\times10^{-5}$ | rounding |

Thomas-Fermi, with $\kappa a=3.07$, has an error of $1.6\times10^{-5}$ meV at $N=10$ and is at rounding level from $N=20$. The kinetic band is interpolated to $10^{-14}$ Ha at $N=10$, so the error of the full band belongs to exchange. The RPA error falls by about 5 from $N=10$ to 20 and reaches the factor 8 of (6) only from $N=40$ on. At $N=10$ the erfc kernel is worse than RPA, with the largest retained distance at $\omega x=5\times0.432=2.2$. The sharp tests use the part of the error odd in $t$ at $N=320$, $t=0.25$ and 0.5, with tolerances of 1% and 3% of the predicted values. At $t=0.5$ the bare error is $2.893\times10^{-4}$ Ha against $2.894\times10^{-4}$ Ha from (4), and the RPA error is $1.180\times10^{-10}$ Ha against $1.181\times10^{-10}$ Ha from (6). With $k_F$ on a node, an accuracy of 10 meV needs $N=0.1211\times27.211/0.010\approx330$ points per direction, and the error found at $N=330$ is 9.99 meV.

For the velocity at $N=40$, $\pi k_F/\Delta k=0.3\pi\times40=37.70$, and (5) gives $0.31253\times3.630+0.0288=1.163$ a.u., against 1.165 interpolated. The interpolated values run from 0.759 at $N=10$ through 1.597 at $N=160$ to 2.030 at $N=640$, where (5) is tested to $2\times10^{-3}$, and the asymptotic gain is 0.217 per doubling. The free Fermi velocity is 0.480, so the mesh-dependent exchange part exceeds it on every mesh listed. The screened slopes $\Sigma'(k_F)$ are 0.0221 (Thomas-Fermi), 0.0191 (RPA) and 0.259 (erfc). The last agrees with the closed form above, $\pi^{-1}[1.473+0.289-1+0.053]=0.259$.

The constants in (4) to (6) hold for $k_F$ on a node and along a mesh line. With $k_F$ midway between nodes, $N\,\Delta\varepsilon_{\max}$ is 0.079 Ha at $N=165$ and 0.076 Ha at $N=325$, so the $1/N$ law persists, at this position with a smaller prefactor. The node is not the worst case: with $k_F$ 0.3 of a spacing past a node the prefactor is about 0.17 Ha, and with $k_F$ 0.1 to 0.2 of a spacing from a node it is about 0.195 Ha, some 60% above the on-node value. Off the nodes (offsets of 0.1, 0.2 and 0.5 of a spacing) the error is also less local, falling with distance only about as $1/t$. Along [111] the full three-dimensional interpolant errs by 123 meV at $N=20$ and 77 meV at $N=40$. Convergence is slow there too and not monotonic in $N$ (57 meV at $N=30$, with $N\,\Delta\varepsilon_{\max}$ between about 0.06 and 0.11 Ha for $N=20$ to 80), so the ratio of 1.6 between two meshes does not fix the power, and the test only requires the ratio to lie between 1.2 and 3.5.

### What to do

The decay of $|H(R)|$ diagnoses the regime. An envelope $R^{-3}$ oscillating at the Fermi wave number signals exchange that is unscreened over the distances sampled (a weakly screened kernel shows it too for $R\ll1/\kappa$ or $1/\omega$), and further localization of the orbitals changes only its amplitude. Interpolation is linear in $H$, so a global hybrid with exchange fraction $\alpha$ and the same Fermi surface has $\alpha$ times the error (4) and $\alpha$ times the logarithm (5). For $\alpha=1/4$ the on-node prefactor puts the 10 meV mesh of this model at $N\approx82$; with $k_F$ off the nodes the error near that $N$ reaches about 16 meV, and it stays below 10 meV for every $N$ only from about $N=135$. The Fermi velocity still does not converge. Velocities, densities of states at the Fermi level and transport integrals evaluated on the Fermi surface, taken from such an interpolation, depend on the mesh through $\ln\Delta k$ and through the position of the Fermi surface relative to the nodes, and should be reported with the mesh.

Where the method allows a choice of kernel, a short-range erfc or Yukawa kernel restores fast convergence once the supercell half-width $Na/2$ exceeds a few times $1/\omega$ or $1/\kappa$. A kernel that keeps a long-range $1/r$ part keeps the logarithm, and static RPA screening converges as $N^{-3}$. Where bare exchange is required, the known term $[g(k_F)/\pi a]f_2$ and its mirror image can, along a mesh line, be subtracted from $H$ before interpolation and restored afterwards. The remainder starts at $\delta^2\ln|\delta|$, for which the scaling argument gives an error of order $\Delta k^2$; this step is derived and not computed here. Fermi-Dirac smearing is the other route. For a free dispersion the occupation has poles at $k^2/2-\mu_c=\pm i\pi T$, with $\mu_c$ the chemical potential, hence at $\mathrm{Im}\,k\simeq\pi T/k_F$, so for $T\ll k_F^2/2$ the tails of $\rho(r)$ and $\Sigma(r)$ are multiplied by $x/\sinh x$ with $x=\pi Tr/k_F$, which is close to 1 for $x\ll1$ and falls as $2xe^{-x}$ for large $x$. The converged velocity then depends on $\ln T$ in place of $\ln\Delta k$, and it describes the smeared system.

In a real metal the Fermi surface is anisotropic, several bands mix, and the surface may approach the zone boundary, where neighbouring singularities lie few spacings apart and the local analysis of (4) fails. The powers $N^{-1}$ and $\ln N$ rest only on a sharp occupation step and on the $1/p^2$ behaviour at small momentum transfer, and they are expected to carry over, while the prefactors quoted here belong to this one-band model.

## Numbers as computed

```
rs = 4.0 bohr, kF = 0.47979 1/bohr, a = 3.9287 bohr, G0 = 1.59930 1/bohr
s = 1.9773 bohr, g(kF) = 0.40657, w = 0.98184, g(3kF)/g(kF) = 7.47e-04
electrons per cell = 0.2262, (4 pi s^2)^1.5 = 344.37 bohr^3
kappa_TF = 0.78159 1/bohr, kappa*a = 3.0707, omega = 0.11 1/bohr, omega*a = 0.4322
Hartree = 27.21139 eV; free Fermi velocity = 0.47979 a.u.
Sigma bare: k=0 -0.30544 Ha, k=kF -0.15272 Ha
Sigma TF: k=0 -0.03150 Ha, k=kF -0.02512 Ha
Sigma RPA: k=0 -0.03282 Ha, k=kF -0.02730 Ha
Sigma erfc: k=0 -0.18158 Ha, k=kF -0.09869 Ha
bare dSigma/dk at k=kF(1+0.1) = 0.5956 a.u.
bare dSigma/dk at k=kF(1+0.01) = 1.3563 a.u.
bare dSigma/dk at k=kF(1+0.0001) = 2.8338 a.u.
dSigma/dk at kF (a.u.): TF 0.02210, RPA 0.01905, erfc 0.25912
C3 formula = 0.010777, numerical = 0.010767 Ha bohr^3
H(R=n a) in Ha: n, bare, bare tail, RPA, RPA tail
    5 -4.5166e-04 -4.4897e-04 -1.1374e-07 -2.3635e-07
   10 5.6276e-05 5.6122e-05 6.6925e-09 7.3861e-09
   20 7.0204e-06 7.0152e-06 2.2660e-10 2.3081e-10
   50 4.4903e-07 4.4897e-07 2.3597e-12 2.3635e-12
H(5a): TF 2.352e-09 Ha, erfc 1.543e-06 Ha
c_n deviation/envelope: bare n=200-209 0.0122; kappa=0.1kF n=80-89 0.0294
E(0.5) = 1.16409, max E = 1.5218 at t = 0.26, E3(0.5) = 3.69474
J = -0.270363, 2/(pi e) = 0.23420, v_reg = 0.02878 a.u.
N=320 t=0.5 bare odd error 2.8934e-04, law 2.8939e-04 Ha
N=320 t=0.5 RPA odd error 1.1797e-10, law 1.1805e-10 Ha
max band error in meV: N, bare, bare law, TF, RPA, erfc (below 1e-9 is rounding)
   10 318.77 329.42 1.60e-05 6.74e-02 2.24e-01
   20 165.32 164.71 3.59e-12 1.28e-02 1.34e-08
   40 82.97 82.36 3.02e-12 1.74e-03 1.15e-11
   80 41.35 41.18 4.81e-12 2.19e-04 1.49e-11
  160 20.63 20.59 3.02e-12 2.71e-05 1.08e-11
bare exchange velocity at kF in a.u.: N, dk (1/bohr), interpolated, law
   10 0.15993 0.7586 0.7299
   20 0.07996 0.9541 0.9465
   40 0.03998 1.1651 1.1631
   80 0.01999 1.3803 1.3798
  160 0.01000 1.5965 1.5964
  640 0.00250 2.0297 2.0297
velocity gain per doubling of N = 0.2166 a.u.
kinetic band error at N=10 = 1.0e-14 Ha
N for 10 meV: 329 (fraction 1/4: 82); error at N=330: 9.99 meV
N*error, kF on node (law) = 0.1211 Ha; midway N=165,325: 0.0790, 0.0763 Ha
[111] max error near kF: N=20 123.1 meV, N=40 76.6 meV
```
